# Why reverse substrate bias widens inversion-layer subbands at fixed density: verification in Python

```python
"""
Result under test: at fixed inversion density Ns, reverse substrate bias adds
depletion density Nd, strengthens the normal field and widens E1-E0:
  d(E1-E0)/dNd = C * integral g(z) [P1(z)-P0(z)] dz,
  g(z) = 1 + Ns dPocc(z)/dNd.
Pi(z): probability that state i lies beyond depth z; Pocc: same for all
inversion electrons; C = e^2/permittivity. The oxide wall is at z=0.
Internal units: eV, nm, nm^-2, nm^-3; 1 eV/nm of force is 10 MV/cm of field.
Silicon (100): two valleys with heavy normal mass, four with light normal mass.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros, airy

KAPPA_SI, KAPPA_OX = 11.7, 3.9
M_HEAVY, M_LIGHT = 0.916, 0.19
HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18       # hbar^2/(2 m0), eV nm^2
C = sc.e / (KAPPA_SI * sc.epsilon_0) * 1e9         # e^2/permittivity, eV nm
KB = sc.k / sc.e                                 # eV/K
TEMP = 300.0
KT = KB * TEMP
GAP = 1.12                                       # eV, rough room value
HOLE_MASS = 1.15                                 # density-of-states mass, rough
NA = 1e17 * 1e-21                                # acceptors, nm^-3
NS = 2e12 * 1e-14                                # inversion density, nm^-2
T_OX = 5.0                                       # oxide thickness, nm
NV = 2 * (2*np.pi*HOLE_MASS*sc.m_e*sc.k*TEMP/sc.h**2)**1.5 * 1e-27
BULK_FERMI = KT * np.log(NV / NA)                 # above bulk valence edge

LENGTH, INTERVALS, STATES = 40.0, 800, 12
z = np.linspace(0, LENGTH, INTERVALS + 1)
step = z[1] - z[0]
# Each ladder: normal mass, valley number, in-plane density-of-states mass.
LADDERS = ((M_HEAVY, 2, M_LIGHT),
           (M_LIGHT, 4, np.sqrt(M_LIGHT * M_HEAVY)))


def integral(values):
    return np.trapezoid(values, z) if hasattr(np, "trapezoid") else np.trapz(values, z)


def levels(potential, mass, count=STATES):
    hop = HB / mass / step**2
    energy, vector = eigh_tridiagonal(
        2*hop + potential[1:-1], -hop*np.ones(INTERVALS - 2),
        select="i", select_range=(0, count - 1))
    density = np.zeros((count, INTERVALS + 1))
    density[:, 1:-1] = vector.T**2 / step
    return energy, density


def beyond(density):
    return 1 - cumulative_trapezoid(density, z, initial=0)


def solve(ns, nd=None, bias=None, temp=TEMP):
    """Self-consistent well, for given depletion density or substrate bias."""
    kt = KB * temp
    guess = 0.012 if nd is None else nd
    potential = C * (guess + ns/2) * z
    for _ in range(300):
        energies, densities, dos = [], [], []
        for mass, valleys, plane_mass in LADDERS:
            energy, density = levels(potential, mass)
            energies.append(energy)
            densities.append(density)
            dos.append(np.full(STATES, valleys*plane_mass/(2*np.pi*HB)))
        all_e, all_p, all_d = map(np.concatenate, (energies, densities, dos))

        def population(fermi):
            return all_d * kt * np.logaddexp(0, (fermi - all_e)/kt)

        fermi = brentq(lambda x: population(x).sum() - ns, -2, 3, xtol=1e-13)
        share = population(fermi) / ns
        occupied = share @ all_p
        depth = integral(z * occupied)
        drop = None
        if bias is not None:
            drop = GAP - BULK_FERMI + bias + fermi - C*ns*depth - kt
            nd = np.sqrt(2 * NA * drop / C)
        force = C * (nd - NA*z + ns*beyond(occupied))
        updated = cumulative_trapezoid(force, z, initial=0)
        error = np.max(np.abs(updated - potential))
        if error < 1e-8:
            break
        potential = potential + 0.5*(updated - potential)
    else:
        raise RuntimeError("self-consistent loop did not converge")
    assert nd/NA > LENGTH, "depletion edge must lie outside the box"
    assert share[STATES-1] < 1e-3 and share[-1] < 1e-3
    return SimpleNamespace(
        V=potential, force=force, nd=nd, ns=ns, fermi=fermi, drop=drop,
        E=energies[0], p=densities[0], spacing=energies[0][1]-energies[0][0],
        ladder_gap=energies[1][0]-energies[0][0], share=share,
        occupied=occupied, depth=depth)


def response(ns, nd, temp=TEMP):
    """Re-solved change of field and spacing with depletion density."""
    delta = 0.0004
    high, low = solve(ns, nd+delta, temp=temp), solve(ns, nd-delta, temp=temp)
    gain = (high.force-low.force) / (2*delta*C)
    slope = (high.spacing-low.spacing) / (2*delta)
    return gain, slope


# Triangular well: numerical diagonalization against Airy zeros.
airy_roots = -ai_zeros(2)[0]


def triangle_spacing(force):
    return (airy_roots[1]-airy_roots[0]) * (HB/M_HEAVY*force**2)**(1/3)


for test_force in (0.02, 0.05):
    test_e, _ = levels(test_force*z, M_HEAVY, 2)
    assert abs((test_e[1]-test_e[0])/triangle_spacing(test_force)-1) < 2e-3

# Substrate-bias series at fixed inversion density.
biases = (0.0, 1.0, 2.0, 3.0)
series = [solve(NS, bias=b) for b in biases]
first, last = series[0], series[-1]
assert np.all(np.diff([s.nd for s in series]) > 0)
assert np.all(np.diff([s.spacing for s in series]) > 0)
assert np.all(np.diff([s.ladder_gap for s in series]) > 0)

# Depletion law against integration of Poisson's equation with mobile holes.
for state in (first, last):
    target = state.drop/KT + 1

    def reached(x, y):
        return y[0] - target
    reached.terminal = True
    path = solve_ivp(lambda x, y: [y[1], 1-np.exp(-y[0])], (0, 100),
                     [1e-3, 1e-3], events=reached, rtol=1e-8, atol=1e-10)
    charge = np.sqrt(KT*NA/C) * path.y_events[0][0][1]
    assert abs(charge/state.nd - 1) < 2e-3

# Wall identity and outward order in the concave self-consistent wells.
for state in series:
    assert np.all(np.diff(state.force) < 0)
    mean_force = [integral(state.force*state.p[i]) for i in (0, 1)]
    for i in (0, 1):
        u = np.sqrt(state.p[i])
        wall_slope = (8*u[1]-u[2]) / (6*step)
        assert abs(HB/M_HEAVY*wall_slope**2/mean_force[i]-1) < 5e-3
    assert mean_force[1] < mean_force[0]
    assert np.min(beyond(state.p[1])-beyond(state.p[0])) > -1e-8

# A convex well violates the order near the wall, so concavity matters.
_, convex_p = levels(0.001*z**2, M_HEAVY, 2)
convex_min = np.min(beyond(convex_p[1])-beyond(convex_p[0]))
assert convex_min < -0.003

# Spacing derivative: integral formula against fully re-solved energies.
gain, resolved_slope = response(NS, first.nd)
order = beyond(first.p[1]) - beyond(first.p[0])
formula_slope = C * integral(gain*order)
assert abs(formula_slope/resolved_slope-1) < 5e-3
z0, z1 = [integral(z*first.p[i]) for i in (0, 1)]
direct_slope = C*(z1-z0)
small = 0.0002
frozen = []
for sign in (1, -1):
    e, _ = levels(first.V + sign*C*small*z, M_HEAVY, 2)
    frozen.append(e[1]-e[0])
assert abs((frozen[0]-frozen[1])/(2*small)/direct_slope-1) < 5e-3
assert 0 < resolved_slope < direct_slope

# Net field gain remains positive over a range of densities.
scan_minima = []
for ns_scan in (0.005, 0.02, 0.05):
    for nd_scan in (0.01, 0.02):
        scan_gain, scan_slope = response(ns_scan, nd_scan)
        scan_minima.append(scan_gain.min())
        assert scan_gain.min() > 0 and scan_slope > 0

# Trial-density width from direct energy minimization, then feedback estimate.
weighted_density = first.nd + 11*NS/32
b_formula = (6*M_HEAVY*C*weighted_density/HB)**(1/3)


def trial_energy(b):
    u = np.sqrt(b**3/2)*z*np.exp(-b*z/2)
    density = u**2
    kinetic = HB/M_HEAVY*integral(np.gradient(u, z, edge_order=2)**2)
    return (kinetic + C*first.nd*integral(z*density)
            + 0.5*C*NS*integral(beyond(density)**2))


b_numeric = minimize_scalar(trial_energy, bounds=(0.4, 3), method="bounded").x
assert abs(b_numeric/b_formula-1) < 5e-3
trial_feedback = 9*NS/(2*np.exp(3)*weighted_density)
trial_limit = 9*32/(2*np.exp(3)*11)
cold_gain, _ = response(NS, first.nd, temp=10.0)
cold_feedback = 1-cold_gain.min()
assert abs(cold_feedback/trial_feedback-1) < 0.4   # one-parameter estimate

# Exchange inversion charge for depletion charge at fixed surface field.
control_ns = NS - (last.nd-first.nd)
control = solve(control_ns, nd=last.nd)
assert abs(control.force[0]/first.force[0]-1) < 1e-6
assert first.spacing < control.spacing < last.spacing

# First-order sizes of omitted contributions to E1-E0.
OX_MASS, BARRIER = 0.5, 3.1                       # rough oxide parameters
kappa = np.sqrt(OX_MASS*BARRIER/HB)
penetration = OX_MASS/(M_HEAVY*kappa)
test_force = 0.05
airy_length = (HB/(M_HEAVY*test_force))**(1/3)


def finite_wall(root):
    ai, aip, _, _ = airy(-root)
    return aip*penetration - airy_length*ai


root = brentq(finite_wall, 1.5, airy_roots[0])
exact_shift = test_force*airy_length*(root-airy_roots[0])
assert abs(exact_shift/(-test_force*penetration)-1) < 0.05


def omitted(state):
    difference = state.p[1]-state.p[0]
    inverse_z = np.zeros_like(z)
    inverse_z[1:] = 1/z[1:]
    image = (C/(16*np.pi)*(KAPPA_SI-KAPPA_OX)/(KAPPA_SI+KAPPA_OX)
             * integral(inverse_z*difference))
    k_fermi = (3*np.pi**2*state.ns*state.occupied/2)**(1/3)
    exchange = integral(-C*k_fermi/(4*np.pi**2)*difference)
    wall = -penetration*integral(state.force*difference)
    return np.array([image, exchange, wall])


omit_first, omit_last = omitted(first), omitted(last)
rise = last.spacing-first.spacing
assert np.sum(np.abs(omit_last-omit_first)) < rise

# Rough impact-ionisation integral and two-band tunnelling exponent at 3 V.
width = last.nd/NA
x = np.linspace(0, width, 6000)
depletion_force = C*NA*(width-x)
field_cm = np.maximum(depletion_force*1e7, 1.0)     # V/cm
ionisation = np.sum(7e5*np.exp(-1.23e6/field_cm))*(x[1]-x[0])*1e-7
inversion_V = last.V - C*(last.nd*z-NA*z**2/2)
band = C*(last.nd*x-NA*x**2/2) + np.interp(x, z, inversion_V)
above = band-last.E[0]
inside = np.clip(above*(GAP-above)/GAP, 0, None)
tunnel_exponent = 2*np.sum(np.sqrt(0.2*inside/HB))*(x[1]-x[0])
assert ionisation < 1 and tunnel_exponent > 20

oxide_capacitance = KAPPA_OX*sc.epsilon_0/(T_OX*1e-9)
gate_rise = (last.fermi-first.fermi
             + sc.e*(last.nd-first.nd)*1e18/oxide_capacitance)

print(f"Temperature {TEMP:.0f} K; thermal energy {KT*1e3:.2f} meV")
print(f"Acceptors {NA*1e21:.2e} cm^-3; inversion density {NS*1e14:.2e} cm^-2")
print(f"Normal masses: heavy {M_HEAVY:.3f}, light {M_LIGHT:.3f} m0")
print(f"Permittivities: Si {KAPPA_SI:.1f}, oxide {KAPPA_OX:.1f}")
print(f"Gap {GAP:.2f} eV; bulk Fermi level above valence {BULK_FERMI:.3f} eV")
for b, s in zip(biases, series):
    print(f"Reverse bias {b:.0f} V:")
    print(f"  depletion drop {s.drop:.3f} V; width {s.nd/NA:.1f} nm")
    print(f"  depletion density {s.nd*1e2:.3f} x10^12 cm^-2")
    print(f"  depletion field {C*s.nd*10:.3f} MV/cm; surface {s.force[0]*10:.3f} MV/cm")
    print(f"  E0 {s.E[0]*1e3:.2f} meV; E1-E0 {s.spacing*1e3:.2f} meV")
    print(f"  light-ladder E0'-E0 {s.ladder_gap*1e3:.2f} meV")
    print(f"  lowest-subband share {s.share[0]:.3f}; mean depth {s.depth:.3f} nm")
print(f"Rise of E1-E0, 0 to 3 V: {rise*1e3:.2f} meV ({100*rise/first.spacing:.1f} %)")
print(f"Mean depths at 0 V: z0 {z0:.3f} nm, z1 {z1:.3f} nm")
print("Spacing slopes at 0 V, meV per 10^12 cm^-2:")
print(f"  direct {direct_slope*10:.3f}; feedback {(formula_slope-direct_slope)*10:.3f}")
print(f"  net formula {formula_slope*10:.3f}; re-solved {resolved_slope*10:.3f}")
print(f"Smallest field gain g at 0 V: {gain.min():.3f}")
print(f"Smallest field gain g in density scan: {min(scan_minima):.3f}")
print(f"Peak feedback at 10 K: {cold_feedback:.3f}; trial {trial_feedback:.3f}")
print(f"Trial feedback limit without depletion charge: {trial_limit:.3f}")
print(f"Convex-well minimum of P1-P0: {convex_min:.4f}")
for b, s in ((0, first), (3, last)):
    estimate = triangle_spacing(C*(s.nd+s.ns/2))
    print(f"Triangle estimate with half Ns, {b} V: {estimate*1e3:.2f} meV")
print(f"Fixed-surface-field control: Ns {control_ns*1e2:.3f} x10^12 cm^-2")
print(f"  control E1-E0 {control.spacing*1e3:.2f} meV")
print(f"Gate-source rise to hold Ns, {T_OX:.0f} nm oxide: {gate_rise:.3f} V")
print(f"Oxide field at 3 V: {last.force[0]*10*KAPPA_SI/KAPPA_OX:.2f} MV/cm")
print("Omitted shifts of E1-E0 at 0 V and 3 V:")
for name, a, b in zip(("image", "exchange (0 K LDA)", "oxide penetration"),
                      omit_first, omit_last):
    print(f"  {name}: {a*1e3:.2f}, {b*1e3:.2f} meV")
print(f"Electron impact-ionisation integral at 3 V: {ionisation:.3f}")
print(f"Band-to-band tunnelling exponent at 3 V: {tunnel_exponent:.1f}")
print("finished without a failed check")
```

Running it gives:

```
Temperature 300 K; thermal energy 25.85 meV
Acceptors 1.00e+17 cm^-3; inversion density 2.00e+12 cm^-2
Normal masses: heavy 0.916, light 0.190 m0
Permittivities: Si 11.7, oxide 3.9
Gap 1.12 eV; bulk Fermi level above valence 0.148 eV
Reverse bias 0 V:
  depletion drop 0.935 V; width 110.0 nm
  depletion density 1.100 x10^12 cm^-2
  depletion field 0.170 MV/cm; surface 0.479 MV/cm
  E0 99.08 meV; E1-E0 55.06 meV
  light-ladder E0'-E0 51.93 meV
  lowest-subband share 0.531; mean depth 2.520 nm
Reverse bias 1 V:
  depletion drop 1.962 V; width 159.3 nm
  depletion density 1.593 x10^12 cm^-2
  depletion field 0.246 MV/cm; surface 0.556 MV/cm
  E0 109.81 meV; E1-E0 63.36 meV
  light-ladder E0'-E0 59.68 meV
  lowest-subband share 0.610; mean depth 2.156 nm
Reverse bias 2 V:
  depletion drop 2.978 V; width 196.2 nm
  depletion density 1.962 x10^12 cm^-2
  depletion field 0.303 MV/cm; surface 0.613 MV/cm
  E0 117.62 meV; E1-E0 69.50 meV
  light-ladder E0'-E0 65.37 meV
  lowest-subband share 0.663; mean depth 1.969 nm
Reverse bias 3 V:
  depletion drop 3.990 V; width 227.1 nm
  depletion density 2.271 x10^12 cm^-2
  depletion field 0.351 MV/cm; surface 0.661 MV/cm
  E0 124.00 meV; E1-E0 74.54 meV
  light-ladder E0'-E0 70.03 meV
  lowest-subband share 0.702; mean depth 1.845 nm
Rise of E1-E0, 0 to 3 V: 19.48 meV (35.4 %)
Mean depths at 0 V: z0 1.671 nm, z1 3.321 nm
Spacing slopes at 0 V, meV per 10^12 cm^-2:
  direct 25.515; feedback -8.678
  net formula 16.836; re-solved 16.836
Smallest field gain g at 0 V: 0.607
Smallest field gain g in density scan: 0.391
Peak feedback at 10 K: 0.301; trial 0.251
Trial feedback limit without depletion charge: 0.652
Convex-well minimum of P1-P0: -0.0185
Triangle estimate with half Ns, 0 V: 61.71 meV
Triangle estimate with half Ns, 3 V: 82.94 meV
Fixed-surface-field control: Ns 0.828 x10^12 cm^-2
  control E1-E0 68.92 meV
Gate-source rise to hold Ns, 5 nm oxide: 0.305 V
Oxide field at 3 V: 1.98 MV/cm
Omitted shifts of E1-E0 at 0 V and 3 V:
  image: -4.89, -5.02 meV
  exchange (0 K LDA): 3.64, 4.88 meV
  oxide penetration: 0.90, 0.86 meV
Electron impact-ionisation integral at 3 V: 0.092
Band-to-band tunnelling exponent at 3 V: 66.1
finished without a failed check
```
